# Mass Ratio and Optical Phonon Decay in a Diatomic Chain

## Problem

A chain consists of alternating light atoms of mass $m$ and heavy atoms of mass $M$, with $r=M/m>1$. Neighbouring atoms are joined by equal springs of stiffness $K$, the cell length is $a$, and the atoms move along the chain. Weak anharmonicity lets one optical phonon decay into two acoustic phonons. To lowest order in the anharmonicity, this requires

$$
\omega_O(q)=\omega_A(q_1)+\omega_A(q_2),\qquad q=q_1+q_2 \pmod{2\pi/a}.
$$

**(a)** Show that $r>4$ forbids this decay for every optical phonon, using energy conservation alone.

**(b)** Momentum conservation restricts the decay further. Find the range of $r$ in which the two conditions together forbid it for every $q$.

**(c)** Take $m=20$ u and $K=100$ N/m. Decide whether the decay is possible for $M=100$, $70$ and $50$ u, with $m$ and $K$ held fixed.

**(d)** For $M=100$ u, can an optical phonon decay into three acoustic phonons? How does an additional spring $K_2\ge 0$ between neighbouring heavy atoms change the condition in (a)?

## Solution

### (a) Energy conservation alone

Let $u_n$ and $v_n$ be the displacements of the light and heavy atom in cell $n$, with the light atom on the left. Each atom is pulled by two springs, so

$$
m\ddot u_n=K(v_n+v_{n-1}-2u_n),\qquad
M\ddot v_n=K(u_{n+1}+u_n-2v_n).
$$

Insert the waves $u_n=(A/\sqrt m)\,e^{i(n\varphi-\omega t)}$ and $v_n=(B/\sqrt M)\,e^{i(n\varphi-\omega t)}$, where $\varphi=qa$. Multiplying the first equation by $-1/\sqrt m$ and the second by $-1/\sqrt M$, and cancelling the common exponential, gives

$$
\omega^2\begin{pmatrix}A\\B\end{pmatrix}=
\begin{pmatrix}
\dfrac{2K}{m} & -\dfrac{K(1+e^{-i\varphi})}{\sqrt{mM}}\\[2mm]
-\dfrac{K(1+e^{i\varphi})}{\sqrt{mM}} & \dfrac{2K}{M}
\end{pmatrix}
\begin{pmatrix}A\\B\end{pmatrix}.
$$

The matrix is Hermitian. Its lower eigenvalue is $\omega_A^2$ and its upper one $\omega_O^2$.

The band limits follow without solving for the eigenvalues. Expand the unit vector $(1,0)$ in the two orthonormal eigenvectors, with coefficients $c_A$ and $c_O$. The first diagonal entry is then

$$
\frac{2K}{m}=|c_A|^2\omega_A^2+|c_O|^2\omega_O^2,\qquad |c_A|^2+|c_O|^2=1.
$$

It is a weighted average of the eigenvalues, so it cannot exceed the larger one. The same argument for $(0,1)$ shows that $2K/M$ cannot lie below the smaller one. Hence, at every $q$,

$$
\omega_O(q)\ge\sqrt{\frac{2K}{m}},\qquad \omega_A(q)\le\sqrt{\frac{2K}{M}}.
$$

At $q=\pi/a$ the off-diagonal entries vanish and both bounds are reached. In the optical mode there, only the light atoms move; in the acoustic mode, only the heavy ones do.

Two acoustic phonons therefore supply a frequency of at most $2\sqrt{2K/M}$. This is too little for every optical phonon if

$$
\sqrt{\frac{2K}{m}}>2\sqrt{\frac{2K}{M}}
\quad\Longleftrightarrow\quad
\frac{2K}{m}>\frac{8K}{M}
\quad\Longleftrightarrow\quad
\frac Mm>4 .
$$

Squaring is reversible because both sides are positive. This proves (a).

### (b) Energy and momentum together

The estimate in (a) compares the lowest optical phonon, at $q=\pi/a$, with two acoustic phonons that are also at $\pi/a$. Their total wavevector is $2\pi/a$, which is equivalent to zero, not to $\pi/a$. The comparison thus violates momentum conservation, and a smaller ratio may suffice.

**The bands.** The trace of the matrix is $2(1+r)K/M$. Since $|1+e^{i\varphi}|^2=2+2\cos\varphi$, its determinant is

$$
\frac{4K^2}{mM}-\frac{K^2(2+2\cos\varphi)}{mM}
=\left(\frac KM\right)^2 2r(1-\cos\varphi).
$$

The quadratic formula gives

$$
\omega^2=\frac KM\,[\,1+r\pm D(\varphi)\,],\qquad
D(\varphi)=\sqrt{(1+r)^2-2r(1-\cos\varphi)} .
$$

The radicand equals $1+r^2+2r\cos\varphi=|r+e^{i\varphi}|^2$. A modulus is at least as large as the real part, so

$$
D(\varphi)=|r+e^{i\varphi}|\ge r+\cos\varphi .
$$

**A bound for all pairs.** Write $\omega_1=\omega_A(q_1)$, $\omega_2=\omega_A(q_2)$ and $\omega_O=\omega_O(q_1+q_2)$. Because $(\omega_1-\omega_2)^2\ge0$,

$$
(\omega_1+\omega_2)^2\le 2(\omega_1^2+\omega_2^2).
$$

It is therefore useful to examine

$$
\Delta=\omega_O^2-2(\omega_1^2+\omega_2^2).
$$

With the band formula,

$$
\begin{aligned}
\frac{M\Delta}{K}
&=1+r+D(\varphi_1+\varphi_2)-2\,[\,2(1+r)-D(\varphi_1)-D(\varphi_2)\,]\\
&=D(\varphi_1+\varphi_2)+2D(\varphi_1)+2D(\varphi_2)-3(1+r)\\
&\ge 5r+C-3-3r=2r-3+C,
\end{aligned}
$$

where $C=\cos(\varphi_1+\varphi_2)+2\cos\varphi_1+2\cos\varphi_2$. Since $D$ has period $2\pi$, adding a reciprocal lattice vector changes nothing.

To bound $C$, set $\sigma=(\varphi_1+\varphi_2)/2$, $\delta=(\varphi_1-\varphi_2)/2$ and $x=|\cos\sigma|\le1$. Then

$$
C=2\cos^2\sigma-1+4\cos\sigma\cos\delta
\ge 2x^2-1-4x=2(x-1)^2-3\ge-3 .
$$

Consequently

$$
\Delta\ge 2(r-3)\frac KM .
$$

If $r>3$, then $\omega_O^2>2(\omega_1^2+\omega_2^2)\ge(\omega_1+\omega_2)^2$, and energy cannot be conserved for any pair of wavevectors.

**The smallest mismatch for $r>3$.** Let $S=\omega_1+\omega_2$. Then

$$
\omega_O-S=\frac{\omega_O^2-S^2}{\omega_O+S}
\ge\frac{2(r-3)K/M}{\omega_O(0)+2\omega_A(\pi/a)} ,
$$

because the denominator is largest when each frequency takes its maximum. Here $\omega_O(0)^2=2(1+r)K/M$ and $4\omega_A(\pi/a)^2=8K/M$. Their difference is $2(r-3)K/M$, the numerator. The fraction is thus a difference of squares divided by a sum:

$$
\omega_O-S\ge\omega_O(0)-2\omega_A(\pi/a).
$$

The bound is reached at $q_1=q_2=\pi/a$, whose sum is equivalent to $q=0$.

**The range $1<r\le3$.** Try an optical phonon at $q=0$ and two acoustic phonons with $q_2=-q_1$. Energy conservation, $4\omega_A(q_1)^2=\omega_O(0)^2$, reads

$$
4\,[\,1+r-D(\varphi_1)\,]=2(1+r)
\quad\Longrightarrow\quad D(\varphi_1)=\frac{1+r}{2}.
$$

Using $1-\cos\varphi_1=2\sin^2(\varphi_1/2)$ in $D^2$,

$$
(1+r)^2-4r\sin^2\frac{\varphi_1}{2}=\frac{(1+r)^2}{4}
\quad\Longrightarrow\quad
\sin^2\frac{q_1a}{2}=\frac{3(1+r)^2}{16r}.
$$

A real $q_1$ exists if the right side is at most one:

$$
3(1+r)^2\le16r
\;\Longleftrightarrow\;3r^2-10r+3\le0
\;\Longleftrightarrow\;(3r-1)(r-3)\le0 .
$$

For $r>1$ this means $r\le3$. The two conservation laws together therefore forbid the decay for every $q$ if and only if $r>3$. The ratio four in (a) is sufficient but not necessary. Critical ratios located from numerically diagonalized bands are 4.000000 for energy alone and 3.000000 with momentum included.

**Permission is not yet a rate.** Suppose each spring has the same cubic energy term. The coupling is then proportional to the product of the three modes' bond stretches, summed over the two bonds of a cell. In the optical mode at $q=0$ one bond lengthens as the other shortens, so its stretches are $s$ and $-s$.

For an acoustic mode, the second row of the matrix shows that a real light-atom displacement $\alpha$ goes with a heavy-atom displacement $\beta e^{i\varphi/2}$, with $\beta$ real. The stretches are

$$
s_1=\beta e^{i\varphi/2}-\alpha,\qquad
s_2=\alpha e^{i\varphi}-\beta e^{i\varphi/2}=-e^{i\varphi}s_1^* ,
$$

so $|s_1|=|s_2|$. The mode at $-q_1$ is the complex conjugate of that at $q_1$, and the pair contributes $|s_1|^2$ on both bonds. The sum is $s|s_1|^2-s|s_1|^2=0$. The $q=0$ decay is allowed by the conservation laws but has no cubic coupling in this symmetric chain. An actual decay has to be sought at $q\neq0$, as is done for $M=50$ u below.

### (c) Three heavy masses

The lowest optical frequency does not depend on $M$:

$$
\frac{1}{2\pi}\sqrt{\frac{2K}{m}}=12.35\ \text{THz}.
$$

The other band limits follow from it. The acoustic maximum is $12.35/\sqrt r$ THz, and the optical maximum is $12.35\sqrt{1+1/r}$ THz.

**$M=100$ u, $r=5$.** The acoustic maximum is $12.35/\sqrt5=5.52$ THz, so two acoustic phonons supply at most 11.05 THz. They fall short of the lowest optical phonon by $12.35-11.05=1.30$ THz, or 5.4 meV. Energy alone forbids the decay. With momentum included, the smallest mismatch is $13.53-11.05=2.48$ THz, or 10.3 meV.

**$M=70$ u, $r=3.5$.** Two acoustic phonons can now supply 13.20 THz, which is 0.85 THz more than the lowest optical phonon needs. Energy alone would permit a decay. But the two phonons that supply 13.20 THz have zero total momentum, and the optical phonon at $q=0$ needs 14.00 THz. The smallest mismatch is $14.00-13.20=0.80$ THz, or 3.3 meV, so the decay is forbidden.

**$M=50$ u, $r=2.5$.** At $q=0$ the conservation laws are met with

$$
\sin^2\frac{q_1a}{2}=\frac{3(3.5)^2}{16(2.5)}=0.919,\qquad q_1=0.816\,\frac{\pi}{a},
$$

but the cubic coupling vanishes. At $q=0.2\,\pi/a$ a solution is $q_1=0.923\,\pi/a$ and $q_2=-0.723\,\pi/a$, with

$$
7.72+6.75=14.47\ \text{THz}.
$$

Define the relative coupling as the modulus of the sum of the two bond products, divided by the sum of their moduli. It is 0 for full cancellation and 1 for none. Here it is 0.20, so this decay is possible. It is not open to every optical phonon: at this mass ratio the conservation laws have solutions only for $|q|$ up to about $0.53\,\pi/a$.

### (d) What the condition leaves open

**Three acoustic phonons.** A quartic term in the spring energy couples four phonons. For $r=5$, the optical phonon at $q=\pi/a$ can produce acoustic phonons at $0.800$, $0.585$ and $-0.385$ in units of $\pi/a$. Their wavevectors add up to $\pi/a$, and their frequencies satisfy

$$
5.19+4.22+2.94=12.35\ \text{THz}.
$$

The relative quartic coupling, defined as before with four stretches in each product, is 0.08. The answer is therefore yes for this phonon as far as the conservation laws and the quartic term are concerned. A rate would also need the cubic term in second order, which is not evaluated here. Forbidding the two-phonon decay does not by itself make the lifetime infinite.

**Springs between heavy atoms.** The extra force on a heavy atom is $K_2(v_{n+1}+v_{n-1}-2v_n)$. It changes the heavy diagonal entry to

$$
\frac{2K+2K_2(1-\cos\varphi)}{M}\le\frac{2K+4K_2}{M},
$$

while the light entry stays at $2K/m$. Repeating the argument of (a),

$$
\frac{2K}{m}>4\,\frac{2K+4K_2}{M}
\quad\Longleftrightarrow\quad
r>4\left(1+\frac{2K_2}{K}\right).
$$

For $r=5$ the energy margin closes at $K_2=K/8=12.5$ N/m. A second-neighbour spring one eighth as stiff as the main one thus moves the energy-only condition from four to five. The sharper limit in (b) was derived for $K_2=0$ and does not carry over unchanged. For the pair $q_1=q_2=\pi/a$, $q=0$, the comparison is now $2(1+r)K/M$ against $4(2K+4K_2)/M$, which balances at $r=3+8K_2/K$, or four for $K_2=K/8$. Closing the energy-only margin does not open the decay: at $r=5$ and $K_2=K/8$ the smallest mismatch with momentum is still $13.53-12.35=1.18$ THz.

**Real crystals.** In polar semiconductors, energetic electrons pass much of their energy to optical phonons, whose decay into acoustic phonons helps carry the heat away. The masses and the spring stiffness used here are round model values, not those of a particular material. A real crystal has transverse branches, three-dimensional wavevectors and forces beyond nearest neighbours. Transverse branches open further three-phonon channels, such as a longitudinal optical phonon decaying into a transverse optical and an acoustic phonon, which the mass-ratio condition does not cover. The shift from four to five shows that longer-range forces can matter, but its size and sign depend on where they act: a spring $K/8$ between the light atoms only lowers the energy-only ratio to 3.2, and the same spring on both sublattices leaves it at four. For a given material, the measured or computed phonon bands must replace the mass ratio as the criterion.

The numerical output lists the frequencies and wavevectors to more digits.

## Numbers as computed

```
light mass m = 20 u, spring K = 100 N/m
critical M/m, energy only = 4.000000
critical M/m, energy and momentum = 3.000000
--- M = 100 u, M/m = 5.0
highest acoustic frequency = 5.523 THz
twice highest acoustic = 11.047 THz
lowest optical frequency = 12.351 THz
highest optical frequency = 13.530 THz
energy-only margin = 1.304 THz = 5.39 meV
least mismatch with momentum = 2.483 THz = 10.27 meV
  reached at q1, q2 = 1.000, 1.000 pi/a
--- M = 70 u, M/m = 3.5
highest acoustic frequency = 6.602 THz
twice highest acoustic = 13.204 THz
lowest optical frequency = 12.351 THz
highest optical frequency = 14.005 THz
energy-only margin = -0.853 THz = -3.53 meV
least mismatch with momentum = 0.801 THz = 3.31 meV
  reached at q1, q2 = 1.000, 1.000 pi/a
--- M = 50 u, M/m = 2.5
highest acoustic frequency = 7.811 THz
twice highest acoustic = 15.623 THz
lowest optical frequency = 12.351 THz
highest optical frequency = 14.614 THz
energy-only margin = -3.272 THz = -13.53 meV
--- allowed decays at M/m = 2.5
q = 0: q1 = -q2 = 0.8160 pi/a, sin^2(q1 a/2) = 0.91875
q = 0: relative cubic coupling = 0.000
q = 0.2 pi/a: optical = 14.468 THz
  q1 = 0.9230 pi/a, acoustic = 7.718 THz
  q2 = -0.7230 pi/a, acoustic = 6.750 THz
  relative cubic coupling = 0.204
--- three-acoustic decay at M/m = 5, optical q = pi/a
optical frequency = 12.351 THz
  q = 0.8000 pi/a, acoustic = 5.193 THz
  q = 0.5852 pi/a, acoustic = 4.220 THz
  q = -0.3852 pi/a, acoustic = 2.938 THz
  relative quartic coupling = 0.084
--- neglected heavy-heavy spring K2 at M/m = 5
K2 that closes the energy-only margin = 12.50 N/m
as a fraction of K = 0.1250
```
